\section*{Silicon-Silicon and Oxygen-Oxygen Distances in Silica from Bond Geometry}

\section{Problem}

In silica glass each silicon atom is bonded to four oxygen atoms at the corners of a tetrahedron, and each oxygen atom joins two tetrahedra. The first peak of the pair correlation function obtained from neutron or X-ray scattering is due to the Si--O bond. The next two peaks come from pairs of like atoms that share one bonded neighbour. Take a bond length $b=1.61$~\AA\ and an Si--O--Si bridge angle $\theta=144^\circ$, the same everywhere in the network.

\begin{enumerate}
\item[(a)] Find the distance between two silicon atoms joined by one oxygen atom.
\item[(b)] Explain why the data do not yet fix the distance between two oxygen atoms on the same silicon atom. State the missing condition and find the distance.
\item[(c)] Show that both local rules can hold together in an extended three-dimensional network. Find how each distance changes when the bridges are straightened at fixed $b$.
\item[(d)] A bridge angle is to be inferred from a measured Si--Si distance. How do errors in that distance and in $b$ affect the angle?
\item[(e)] In a real glass the angles and bond lengths are spread. Take rough standard deviations of $10^\circ$ for the bridge angle, $4^\circ$ for the O--Si--O angle and $0.05$~\AA\ for the bond length, the last covering static disorder and thermal motion together. Estimate the widths of the two peaks and the shifts of the mean distances. How does the choice of plotted function move a peak?
\end{enumerate}

\section{Solution}

\subsection*{(a) The silicon-silicon distance}

The two silicon atoms and the oxygen atom between them form a triangle. Two of its sides are bonds of length $b$, and they enclose the angle $\theta$ at the oxygen atom. The third side is the distance sought.

The O--O distance in part (b) will come from a triangle of the same kind, so let the enclosed angle be a general $\alpha$. The cosine rule gives
\begin{equation}
r^2=b^2+b^2-2b^2\cos\alpha=2b^2(1-\cos\alpha).
\label{eq:cosine}
\end{equation}
With the identity $1-\cos\alpha=2\sin^2(\alpha/2)$ this becomes $r^2=4b^2\sin^2(\alpha/2)$. For $0<\alpha\le180^\circ$ the sine is positive, so the positive root is
\begin{equation}
r=2b\sin\frac{\alpha}{2}.
\label{eq:chord}
\end{equation}
The same result follows from dropping a perpendicular from the apex to the base, which cuts the triangle into two right triangles with hypotenuse $b$ and angle $\alpha/2$.

For the bridge $\alpha=\theta=144^\circ$, and therefore
\begin{equation}
r_{\mathrm{SiSi}}=2b\sin\frac{\theta}{2}
=2(1.61~\text{\AA})(0.95106)=3.06~\text{\AA},
\label{eq:sisi}
\end{equation}
or $0.306$~nm.

\subsection*{(b) The oxygen-oxygen distance}

Two oxygen atoms on the same silicon atom also form an isosceles triangle with sides $b$, but its apex is the silicon atom. The enclosed angle is the O--Si--O angle $\phi$. The given $144^\circ$ is an angle at oxygen and says nothing about $\phi$. The missing condition is the shape of the tetrahedron. We assume that it is regular: the four bonds are equally long and make equal angles with one another.

This condition determines $\phi$. Let $\mathbf u_1,\dots,\mathbf u_4$ be unit vectors from silicon towards its four oxygen atoms, with $\mathbf u_i\cdot\mathbf u_j=\cos\phi$ for every pair $i\ne j$, and let $\mathbf S=\sum_j\mathbf u_j$. In the product $\mathbf S\cdot\mathbf u_i$ one term is $\mathbf u_i\cdot\mathbf u_i=1$ and three terms are $\cos\phi$:
\begin{equation}
\mathbf S\cdot\mathbf u_i=1+3\cos\phi .
\label{eq:sum}
\end{equation}
The right side is the same for all $i$. Subtracting two such equations gives $\mathbf S\cdot(\mathbf u_i-\mathbf u_j)=0$, so $\mathbf S$ is perpendicular to every edge of the tetrahedron formed by the four tips. These tips are mutually equidistant. A plane can hold at most three mutually equidistant points, so the four tips do not lie in one plane, and the edges span all three dimensions. The only vector perpendicular to all of them is $\mathbf S=0$. Equation~\eqref{eq:sum} then gives
\begin{equation}
\cos\phi=-\frac13,\qquad \phi=109.47^\circ .
\end{equation}
Inserting this cosine into Eq.~\eqref{eq:cosine},
\begin{equation}
r_{\mathrm{OO}}^2=2b^2\left(1+\frac13\right)=\frac83\,b^2,
\end{equation}
and hence
\begin{equation}
r_{\mathrm{OO}}=b\sqrt{\frac83}=(1.61~\text{\AA})(1.63299)=2.63~\text{\AA},
\label{eq:oo}
\end{equation}
or $0.263$~nm.

The Si--Si distance is the longer one because the angle at oxygen is wider than the angle at silicon, while the two sides of the triangle are the same. Dividing Eq.~\eqref{eq:sisi} by Eq.~\eqref{eq:oo} removes the bond length:
\begin{equation}
\frac{r_{\mathrm{SiSi}}}{r_{\mathrm{OO}}}
=\sqrt{\frac32}\,\sin\frac{\theta}{2}.
\end{equation}
Within this model the ratio of the two distances therefore measures the bridge angle without separate knowledge of $b$.

\subsection*{(c) A network that satisfies both rules}

A triangle and a tetrahedron are local objects. To see that they fit together, we construct a periodic network in a body-centred tetragonal cell with edges $a,a,c$. It is a crystal, used here to check the geometry; it is not a model of the disorder in the glass.

Put one silicon atom at the origin and its four oxygen neighbours at
\begin{equation}
\begin{aligned}
&\left(xa,\tfrac a4,\tfrac c8\right), &
&\left(-xa,-\tfrac a4,\tfrac c8\right),\\
&\left(\tfrac a4,-xa,-\tfrac c8\right), &
&\left(-\tfrac a4,xa,-\tfrac c8\right).
\end{aligned}
\end{equation}
The number $x$ describes a rotation of the tetrahedron about the vertical axis. Each oxygen atom lies at a horizontal distance $\rho=a\sqrt{x^2+1/16}$ from this axis and at a height $\pm h$, with $h=c/8$.

The two upper atoms are opposite each other, so their squared distance is $4\rho^2$. The horizontal vectors of an upper and a lower atom are perpendicular, since $xa\cdot a/4-(a/4)\cdot xa=0$. Their squared distance is therefore $2\rho^2+(2h)^2$. A regular tetrahedron needs equal edges:
\begin{equation}
4\rho^2=2\rho^2+4h^2\quad\Longrightarrow\quad \rho^2=2h^2 .
\end{equation}
The bond length requires $\rho^2+h^2=b^2$, so $3h^2=b^2$. Thus $h=b/\sqrt3$, $\rho=b\sqrt{2/3}$, and the cell edges are
\begin{equation}
c=\frac{8b}{\sqrt3},\qquad
a=\frac{b\sqrt{2/3}}{\sqrt{x^2+1/16}} .
\label{eq:cell}
\end{equation}

Put a second silicon atom at $(0,a/2,c/4)$. Seen from it, the first oxygen atom in the list lies at $(xa,-a/4,-c/8)$, which again has length $b$. This oxygen atom is a bridge, and the squared distance between its two silicon neighbours is
\begin{equation}
r_{\mathrm{SiSi}}^2=\frac{a^2}{4}+\frac{c^2}{16}
=\frac{b^2}{6(x^2+1/16)}+\frac{4b^2}{3}.
\end{equation}
Setting this equal to $4b^2\sin^2(\theta/2)$ and dividing by $b^2$ gives
\begin{equation}
\frac{1}{6(x^2+1/16)}=4\sin^2\frac\theta2-\frac43 .
\end{equation}
Multiplying by 6 and taking the reciprocal,
\begin{equation}
x^2+\frac1{16}=\frac{1}{24\sin^2(\theta/2)-8}.
\label{eq:tilt}
\end{equation}
For $\theta=144^\circ$ the solution is $x=0.1022$, and Eq.~\eqref{eq:cell} gives $a=4.867$~\AA\ and $c=7.436$~\AA.

The whole cell has silicon at $(0,0,0)$ and $(0,\frac12,\frac14)$, and oxygen at $(x,\frac14,\frac18)$, $(-x,\frac34,\frac18)$, $(\frac34,x,\frac78)$ and $(\frac14,-x,\frac78)$, in units of the cell edges. Each position is repeated after a shift by $(\frac12,\frac12,\frac12)$. Counting distances between all these atoms and their periodic images gives, for every silicon atom, four oxygen neighbours at the bond length and four silicon neighbours at $3.06$~\AA. Every oxygen atom has six oxygen neighbours at $2.63$~\AA; the next O--O distance is $3.73$~\AA. The number six has a simple origin: an oxygen atom belongs to two tetrahedra, and each supplies three other corners. Both local rules are thus satisfied throughout an extended network.

Two limits show what the bridge angle controls.

\emph{Straight bridges.} For $\theta=180^\circ$ the right side of Eq.~\eqref{eq:tilt} is $1/16$, so $x=0$. The Si--Si distance rises to $2b=3.22$~\AA, while the O--O distance stays at $2.63$~\AA. Bending the bridges turns rigid tetrahedra relative to one another. It brings their centres closer but leaves their edges unchanged.

\emph{Equal angles.} If $\theta$ were lowered to $109.47^\circ$, the triangles at oxygen and at silicon would be congruent and the two distances would coincide. Here $\sin^2(\theta/2)=(1-\cos\theta)/2=2/3$, so Eq.~\eqref{eq:tilt} gives $x^2+1/16=1/8$ and $x=1/4$. This is a geometrical limit; nothing here says that silica would tolerate such sharp bridges.

\subsection*{(d) Inferring the bridge angle}

Solving Eq.~\eqref{eq:sisi} for the angle gives
\begin{equation}
\theta=2\arcsin\frac{r_{\mathrm{SiSi}}}{2b}.
\label{eq:inverse}
\end{equation}
The effect of small errors follows from the two derivatives of $r_{\mathrm{SiSi}}=2b\sin(\theta/2)$:
\begin{equation}
\frac{\partial r_{\mathrm{SiSi}}}{\partial\theta}=b\cos\frac\theta2,
\qquad
\frac{\partial r_{\mathrm{SiSi}}}{\partial b}=2\sin\frac\theta2 .
\end{equation}
The first holds for $\theta$ in radians; multiplication by $\pi/180$ converts it to a change of $0.0087$~\AA\ per degree. An error of $0.01$~\AA\ in the Si--Si distance, with $b$ held fixed, therefore changes the inferred angle by $1.15^\circ$. Rounding alone is visible: the value $3.06$~\AA\ put into Eq.~\eqref{eq:inverse} returns $143.7^\circ$ instead of $144^\circ$.

An error of the same size in the bond length matters more. At fixed angle, a change of $0.01$~\AA\ in $b$ changes the Si--Si distance by $0.0190$~\AA. If the Si--Si distance is held at its measured value instead, the angle must compensate, and it moves by about $0.0190/0.0087\approx2.2^\circ$. The sign is negative: a longer assumed bond needs a sharper bridge to span the same distance. Equal relative errors in the two lengths, by contrast, have opposite effects of the same size to first order, because only the ratio $r_{\mathrm{SiSi}}/b$ enters Eq.~\eqref{eq:inverse}.

The inference becomes poor near a straight bridge. Write $\theta=\pi-\delta$ with small $\delta$. Then $\sin(\theta/2)=\cos(\delta/2)\approx1-\delta^2/8$, and
\begin{equation}
r_{\mathrm{SiSi}}\approx2b\left(1-\frac{\delta^2}{8}\right).
\end{equation}
The distance has no term linear in $\delta$, so a small bend hardly changes it.

\subsection*{(e) Spread of angles and bond lengths}

\emph{Peak widths.} Let the two bonds have lengths $b_1$ and $b_2$ and enclose the angle $\alpha$. Then
\begin{equation}
r^2=b_1^2+b_2^2-2b_1b_2\cos\alpha .
\end{equation}
Differentiate with respect to $b_1$, and afterwards set $b_1=b_2=b$ and $r=2b\sin(\alpha/2)$:
\begin{equation}
\frac{\partial r}{\partial b_1}=\frac{b(1-\cos\alpha)}{r}
=\frac{2b\sin^2(\alpha/2)}{2b\sin(\alpha/2)}=\sin\frac\alpha2 .
\end{equation}
By symmetry the derivative with respect to $b_2$ is the same. The derivative with respect to the angle is
\begin{equation}
\frac{\partial r}{\partial\alpha}=\frac{b^2\sin\alpha}{r}
=\frac{2b^2\sin(\alpha/2)\cos(\alpha/2)}{2b\sin(\alpha/2)}
=b\cos\frac\alpha2 .
\end{equation}
If the three quantities vary independently, their contributions to the variance add. To leading order in the spreads,
\begin{equation}
\sigma_r^2\approx\left(b\,\sigma_\alpha\cos\frac\alpha2\right)^2
+2\left(\sigma_b\sin\frac\alpha2\right)^2 ,
\label{eq:width}
\end{equation}
with $\sigma_\alpha$ in radians.

For Si--Si, $\sigma_\alpha=10^\circ=0.1745$. The angular part is $0.087$~\AA\ and the bond part $0.067$~\AA, so
\begin{equation}
\sigma_{\mathrm{SiSi}}\approx\sqrt{0.087^2+0.067^2}~\text{\AA}=0.11~\text{\AA}.
\end{equation}
For O--O, $\sigma_\alpha=4^\circ=0.0698$. The two parts are $0.065$ and $0.058$~\AA, which gives $\sigma_{\mathrm{OO}}\approx0.087$~\AA.

These linear estimates were compared with random samples of 200\,000 bridges and 200\,000 tetrahedra, drawn with the stated spreads and with no linearisation of the distances. The sampled widths are $0.111$ and $0.087$~\AA, against $0.110$ and $0.087$~\AA\ from Eq.~\eqref{eq:width}.

The peaks are $0.43$~\AA\ apart, about twice the sum of their standard deviations. They are distinct in this model, but their tails overlap.

\emph{Mean Si--Si distance.} The distance at the mean angle is not the mean distance, because the sine is curved. Let $\theta$ be replaced by $\theta+\varepsilon$, with $\varepsilon$ Gaussian, of zero mean and standard deviation $\sigma_\theta$. Then
\begin{equation}
\sin\frac{\theta+\varepsilon}{2}
=\sin\frac\theta2\cos\frac\varepsilon2+\cos\frac\theta2\sin\frac\varepsilon2 .
\end{equation}
The last term is odd in $\varepsilon$ and averages to zero. For a Gaussian variable $\langle\cos k\varepsilon\rangle=e^{-k^2\sigma_\theta^2/2}$; with $k=1/2$,
\begin{equation}
\langle r_{\mathrm{SiSi}}\rangle
=2b\sin\frac\theta2\;e^{-\sigma_\theta^2/8}.
\end{equation}
The rare values beyond $180^\circ$ do no harm here: $180^\circ+\eta$ describes the same bent bridge as $180^\circ-\eta$, and the sine of the half-angle is the same for both. The formula gives a shift of $-0.012$~\AA. The sample gives $-0.011$~\AA. It also includes the bond-length spread, but this changes the mean by only about $0.0001$~\AA; the rest of the difference is due to sampling and rounding. The shift matters when an angle is inferred: with these spreads, Eq.~\eqref{eq:inverse} applied to the mean distance gives about $142.7^\circ$, below the mean angle of $144^\circ$.

\emph{Mean O--O distance.} The six angles of a tetrahedron cannot vary freely. For bonds of fixed length $b$, the sum of the squared edges is
\begin{align}
\sum_{i<j}b^2|\mathbf u_i-\mathbf u_j|^2
&=b^2\sum_{i<j}(2-2\,\mathbf u_i\cdot\mathbf u_j)\nonumber\\
&=12b^2-2b^2\sum_{i<j}\mathbf u_i\cdot\mathbf u_j .
\end{align}
Since $|\mathbf S|^2=4+2\sum_{i<j}\mathbf u_i\cdot\mathbf u_j$, the last sum can be eliminated:
\begin{equation}
\sum_{i<j}r_{ij}^2=b^2\left(16-|\mathbf S|^2\right)\le16b^2 .
\end{equation}
Division by six shows that the root-mean-square edge is at most $b\sqrt{8/3}$, the edge of the regular tetrahedron. A mean never exceeds the root mean square, so distortion at fixed bond length cannot raise the mean O--O distance either. With the bond lengths also spread, this bound no longer applies as it stands; the sampled mean then shifts by $-0.002$~\AA\ when the four bond directions are perturbed independently and isotropically. The stated spreads alone do not fix this number. For the same $4^\circ$ it is about $-0.0005$~\AA\ for distortions that keep $\mathbf S=0$ to first order, and about $-0.004$~\AA\ for distortions that move the silicon atom off the centre of its tetrahedron. The width stays at $0.087$~\AA\ in all three cases.

\emph{Choice of plotted function.} Let $P(r)$ be the distribution of distances for one kind of pair. The corresponding pair correlation function $g(r)$ is proportional to $P(r)/r^2$, because a spherical shell of radius $r$ has a volume proportional to $r^2$. The division moves the maximum inward. For a Gaussian peak $P$ centred at $r_0$ with width $\sigma_r$, the maximum of $P/r^2$ satisfies
\begin{equation}
\frac{d}{dr}\left[-\frac{(r-r_0)^2}{2\sigma_r^2}-2\ln r\right]
=-\frac{r-r_0}{\sigma_r^2}-\frac2r=0 .
\end{equation}
Hence $r-r_0=-2\sigma_r^2/r\approx-2\sigma_r^2/r_0$ for a narrow peak. The shifts are $-0.008$~\AA\ for Si--Si and $-0.006$~\AA\ for O--O. If $P/r$ is plotted instead, the factor 2 is replaced by 1 and the shifts are halved.

For Si--Si this shift should not simply be added to the shift of the mean in order to predict a peak maximum. The curvature of the sine makes the distance distribution asymmetric, and the maximum of an asymmetric peak need not lie at its mean. With the stated spreads the tail extends to short distances: the maximum of $P$ lies about $0.007$~\AA\ above the value of Eq.~\eqref{eq:sisi}, although the mean lies $0.012$~\AA\ below it, and the maximum of $P/r^2$ lies within $0.001$~\AA\ of it. The angle of $142.7^\circ$ found above refers to the mean distance, not to a peak maximum.

\subsection*{Comparison with real silica glass}

A bond length near $1.6$~\AA\ and a mean bridge angle of roughly $140^\circ$ to $150^\circ$ are typical of silica glass at ordinary pressure, so the chosen values lie in the realistic range. A real glass has a spread of bridge angles instead of the single value assumed here. With the rough standard deviation used in part (e), this spread moves the mean Si--Si distance by about $0.01$~\AA, or $0.4\%$ of its value, and contributes the larger part of the peak width if the two bond lengths of a bridge vary independently; a correlation of $+0.7$ between them would make the two parts equal at $144^\circ$. The uncertainty of the mean angle matters more: between $140^\circ$ and $150^\circ$ the Si--Si distance from Eq.~\eqref{eq:sisi} grows by about $0.08$~\AA. The second decimal of $3.06$~\AA\ therefore belongs to the stated angle and bond length and is not a prediction for every silica glass.

The estimates leave out correlations between bond lengths and angles. A measured total correlation function is also a weighted sum over Si--O, O--O and Si--Si pairs, broadened by the finite range of the scattering data, so its maxima need not coincide with those of the separate distributions. Where silicon does not have four oxygen neighbours, the regular tetrahedron behind the O--O distance is lost. Where two tetrahedra share an edge, the Si--Si distance found here fails: if both stay regular, the bridge angle is at most $70.5^\circ$ and the silicon atoms are at most $2b/\sqrt3=1.86$~\AA\ apart, while the O--O distance within each tetrahedron is unchanged. Both limits are reached when the two silicon atoms and the two shared oxygen atoms lie in one plane. The numerical output below collects the distances, neighbour counts and shifts.

\section*{Computed values}
\begin{verbatim}
Si-O bond length b = 1.61 angstrom
Si-O-Si bridge angle = 144 degrees
sin(half bridge angle) = 0.95106
tetrahedral O-Si-O angle = 109.47 degrees
sqrt(8/3) = 1.63299
Si-Si distance = 3.0624 angstrom = 0.306 nm
O-O distance = 2.6291 angstrom = 0.263 nm
Si-Si minus O-O = 0.433 angstrom
Periodic check network:
  tilt parameter x = 0.1022
  cell edges a, c = 4.867, 7.436 angstrom
  counted Si-Si distance = 3.0624 angstrom
  counted O-O distance = 2.6291 angstrom
  O around Si, Si around Si, O around O = 4, 4, 6
  next O-O distance = 3.73 angstrom
  straight bridges: Si-Si = 3.2200 angstrom
  straight bridges: O-O = 2.6291 angstrom
Sensitivity:
  Si-Si change per degree of bridge = 0.0087 angstrom
  Si-Si change per 0.01 angstrom of b = 0.0190 angstrom
  bridge angle change per 0.01 angstrom of Si-Si = 1.15 degrees
  angle from Si-Si = 3.06 angstrom: 143.7 degrees
Neglected spreads (rough standard deviations):
  bridge angle = 10 degrees
  O-Si-O angle = 4 degrees
  bond length = 0.05 angstrom
  Si-Si width: sample 0.111, formula 0.110 angstrom
  O-O width: sample 0.087, formula 0.087 angstrom
  shift of mean Si-Si: sample -0.011, formula -0.012 angstrom
  shift of mean O-O: sample -0.002 angstrom
  Si-Si peak shift in P/r^2 = -0.008 angstrom
  O-O peak shift in P/r^2 = -0.006 angstrom
\end{verbatim}
